# Linear-field breakdown acceleration from staircase ramps with two dwell times

Suppose that copper lines 50 nm apart in a porous low-k dielectric are to carry 2 V, and that the design is accepted if at most 0.1 % of the product lines fail within one year at 125 °C. The evidence is a pair of staircase ramps on short test lines. One way of reducing these data gives a product life of about 0.2 years, a second gives 0.5 years, and a full damage sum gives 2.0 years. The three calculations use the same field law and the same breakdown voltages. They differ only in how much time they count on the last, unfinished step of each staircase.

## The data and the simple estimate

Each specimen starts at 10 V, and the voltage rises in steps of 1 V. The nominal field is voltage divided by spacing, so the staircase starts at 2.0 MV/cm with steps of \(\delta=0.2\) MV/cm. Steps are counted from zero, with fields \(E_0<E_1<\dots\). A fast group \(a\) dwells \(\tau_a=0.1\) s on each step and a slow group \(b\) dwells \(\tau_b=10\) s. The median breakdowns, chosen for this example, are:

- fast: step \(n_a=23\), at 33 V or 6.6 MV/cm, after \(s_a=0.03\) s on that step;
- slow: step \(n_b=17\), at 27 V or 5.4 MV/cm, after \(s_b=8\) s on that step.

The linear-field model says that at constant field and temperature the median life is

\[
t_{\rm BD}(E)=t_0e^{-\gamma E},\qquad \gamma>0 .
\]

Here \(t_0\) is the life extrapolated to zero field and \(\gamma\) is the acceleration coefficient. The simple estimate treats each dwell as the life at the last field reached. Dividing the two lives removes \(t_0\):

\[
\gamma_{\rm simple}=\frac{\ln(\tau_b/\tau_a)}{E_{n_a}-E_{n_b}}
=\frac{\ln 100}{1.2}=3.84\ \text{cm/MV}.
\]

Neither dwell is such a life. The specimen was already worn when it reached the last step, and it did not survive that step to the end. Replacing the dwells by the partial times does not cure this: \(\ln(8/0.03)/1.2=4.65\) cm/MV, which ignores all earlier wear. A rule is needed for adding wear at different fields.

## When damage can be added

Let \(N\) measure what is still intact, falling from \(N_0\) to a critical value \(N_c\) at breakdown. Assume that field and state enter the wear rate as separate factors:

\[
\frac{dN}{dt}=-k(E)\,g(N),\qquad k,g>0 .
\]

Dividing by \(g\) and integrating up to breakdown gives

\[
\int_0^{t_f}k(E(t))\,dt=\int_{N_c}^{N_0}\frac{dN}{g(N)}\equiv G .
\]

The number \(G\) does not depend on the field history. At constant field the same relation reads \(k(E)t_{\rm BD}(E)=G\). Substituting \(k=G/t_{\rm BD}\) and cancelling \(G\),

\[
\int_0^{t_f}\frac{dt}{t_{\rm BD}(E(t))}=1 .
\]

Separability matters. Let \(N\) fall from 1 to 0.2, with rate \(N\) at a low field and rate 1 at a high field, in scaled time. The constant-field lives are \(\ln5\) and 0.8. Half a life at the low field leaves \(N=5^{-1/2}=0.447\). The high field then needs a time \(0.447-0.2=0.247\), so the damage at failure is \(0.5+0.247/0.8=0.81\). In the reverse order, half a life leaves \(N=0.6\), and the damage is \(0.5+\ln3/\ln5=1.18\). Neither sum is one, because the field changes the shape of the wear law as well as its speed.

Specimens also differ. Assume that each has a strength \(D\), independent of the field history, which multiplies its life at every field. Its damage at failure, measured in median lives, is then \(D\). On a given staircase a stronger specimen fails later, so the median breakdown belongs to the median strength, \(D=1\). Equal quantiles of the two populations therefore carry equal damage.

## The equal-damage equation

On the staircase the integral is a sum over \(n\) completed steps and one partial step:

\[
\sum_{k=0}^{n-1}\frac{\tau}{t_0e^{-\gamma E_k}}+\frac{s}{t_0e^{-\gamma E_n}}=1 .
\]

Multiplication by \(t_0\) gives

\[
S(\gamma)\equiv\tau\sum_{k=0}^{n-1}e^{\gamma E_k}+s\,e^{\gamma E_n}=t_0 .
\]

Both groups share \(t_0\), so

\[
S_a(\gamma)=S_b(\gamma).
\]

This is one equation for \(\gamma\). Its solution then gives \(t_0\) from either sum.

Some records admit no positive solution, and it is useful to know which. Let \(T=n\tau+s\) be the total time to breakdown, with \(0<s\le\tau\) and \(\tau_a<\tau_b\).

**Fast group fails on a higher step, \(n_a>n_b\).** Multiply \(S_a-S_b\) by the positive factor \(e^{-\gamma E_{n_b}}\), which leaves its zeros unchanged:

\[
\begin{aligned}
F(\gamma)={}&-(\tau_b-\tau_a)\sum_{k<n_b}e^{-\gamma(E_{n_b}-E_k)}+(\tau_a-s_b)\\
&+\tau_a\sum_{n_b<k<n_a}e^{\gamma(E_k-E_{n_b})}+s_ae^{\gamma(E_{n_a}-E_{n_b})}.
\end{aligned}
\]

As \(\gamma\) grows, the negative sum shrinks in magnitude, the second term is constant and the remaining terms grow. Hence \(F\) increases strictly, from \(F(0)=T_a-T_b\) to infinity. There is one positive root if \(T_a<T_b\), and none otherwise.

**Both fail on the same step, \(n_a=n_b=n\).** Now \(F\) consists of the negative sum plus \(s_a-s_b\). For \(n\ge1\) it rises strictly from \(T_a-T_b\) towards \(s_a-s_b\), so a positive root requires \(T_a<T_b\) and \(s_a>s_b\), and is then unique. For \(n=0\) only one field was applied: unequal times contradict the model, and equal times leave \(\gamma\) undetermined.

**Fast group fails on a lower step, \(n_a<n_b\).** In \(S_a-S_b\) the coefficients below step \(n_a\) are \(\tau_a-\tau_b<0\). At step \(n_a\) the coefficient is \(s_a-\tau_b<0\), since \(s_a\le\tau_a<\tau_b\). Later ones come from \(-S_b\) alone. All are negative, and there is no root.

In words, the fast group must fail after less total time, and either on a higher step or after longer on the same step. The example qualifies: \(T_a=23(0.1)+0.03=2.33\) s and \(T_b=17(10)+8=178\) s.

## Solving it

The exponentials span many orders of magnitude, so it is convenient to solve

\[
h(\gamma)=\ln S_a(\gamma)-\ln S_b(\gamma)=0,
\]

taking the largest exponential out of each sum before its logarithm:

\[
\ln S=\gamma E_n+\ln\Big[s+\tau\sum_{k<n}e^{-\gamma(E_n-E_k)}\Big].
\]

The functions \(h\) and \(F\) have the same sign. For an admissible record, start at \(\gamma=0\), where \(h<0\), and double a trial upper value until \(h>0\). Bisection, or another method that keeps the bracket, then finds the root.

The slope of \(h\) has a direct meaning. With \(w_k\) the time spent on step \(k\), equal to \(\tau\) or \(s\),

\[
\frac{d\ln S}{d\gamma}=\frac{\sum_kw_kE_ke^{\gamma E_k}}{\sum_kw_ke^{\gamma E_k}}\equiv\bar E .
\]

This is the mean field weighted by damage. Thus \(h'=\bar E_a-\bar E_b\), and Newton's step is

\[
\gamma_{\rm new}=\gamma-\frac{h(\gamma)}{\bar E_a-\bar E_b}.
\]

For an admissible record the denominator is positive at every \(\gamma\ge0\). The ratio of the time the fast group spends on a step to the time the slow group spends there never falls as the field rises, and it increases at least once, so the fast group has the higher mean field. A bracket is still needed: when both groups fail on the same step, \(h\) can flatten at large \(\gamma\), and Newton's step may then overshoot.

For the example, \(h(4)=-0.1754\) and \(h(5)=0.9457\). A straight line between them crosses zero at

\[
4+\frac{0.1754}{0.1754+0.9457}=4.156\ \text{cm/MV}.
\]

Newton's method started from the simple estimate gives 3.8376, 4.1571 and 4.1568 cm/MV. The result is \(\gamma=4.157\) cm/MV, or 0.831 per volt.

The root can be checked by hand. One step multiplies the wear rate by \(x=e^{\gamma\delta}=e^{0.8314}=2.296\). Measure damage as equivalent time at the last field. The last step counts \(s\), the one before it \(\tau/x\), and all earlier ones together very nearly

\[
\frac{\tau}{x^2}+\frac{\tau}{x^3}+\dots=\frac{\tau}{x(x-1)} .
\]

The fast group has \(0.0300+0.0435+0.0336=0.1071\) s, and the slow group \(8.00+4.35+3.36=15.71\) s. Their ratio is 146.7, whose logarithm, 4.988, equals \(\gamma(E_{n_a}-E_{n_b})=4.157(1.2)\). The last step contributes 28 % of the damage in the fast group and 51 % in the slow group, so neither the last step nor the earlier ones can be neglected.

As a test with a known answer, the wear equation was integrated numerically with \(g=N^2\), \(N\) falling from 1 to 0.2, \(k\propto e^{\gamma E}\) with \(\gamma=4.3\) cm/MV, and dwells of 0.1 and 5 s. The equal-damage equation applied to the resulting breakdown times returned 4.300000 cm/MV.

## What the simple estimate left out

For equal steps, write \(f=s/\tau\) and sum the geometric series:

\[
S=e^{\gamma E_0}\left[\tau\frac{x^n-1}{x-1}+f\tau x^n\right]
=\frac{\tau e^{\gamma E_n}}{x-1}\left[1+f(x-1)-x^{-n}\right].
\]

The term \(x^{-n}\) represents the missing staircase below \(E_0\). Dropping it here shifts \(\gamma\) by about \(3\times10^{-7}\) cm/MV. Define

\[
L=\ln[1+f(x-1)],\qquad E^*=E_n+\frac{L}{\gamma}.
\]

Then \(S=\tau e^{\gamma E^*}/(x-1)\). The factor \(x-1\) is common to both groups, so equal damage means \(\tau_ae^{\gamma E_a^*}=\tau_be^{\gamma E_b^*}\), or

\[
\gamma=\frac{\ln(\tau_b/\tau_a)}{E_a^*-E_b^*}.
\]

The simple formula is thus repaired by interpolated fields. They depend on \(\gamma\), so the equation remains implicit. A breakdown at the start of a step has \(E^*=E_n\), and one at its end has \(E^*=E_n+\delta\). In the example \(E_a^*=6.679\) and \(E_b^*=5.571\) MV/cm, and \(4.605/1.108=4.16\) cm/MV.

The error of the simple estimate follows from

\[
\gamma(E_{n_a}-E_{n_b})=\ln(\tau_b/\tau_a)+L_b-L_a ,
\]

which gives

\[
\frac{\gamma_{\rm simple}-\gamma}{\gamma}=\frac{L_a-L_b}{\gamma(E_{n_a}-E_{n_b})}.
\]

Since \(0\le L\le\gamma\delta\), the magnitude cannot exceed \(\delta/(E_{n_a}-E_{n_b})\), apart from the neglected \(x^{-n}\). The bound is \(0.2/1.2=16.7\,\%\) of \(\gamma\). The actual error is \((0.329-0.712)/4.988=-7.7\,\%\). It is negative because the fast group failed early in its step and the slow group late.

Dropping both partial steps sets both \(L\) to zero, and counting both as full sets both to \(\gamma\delta\). Either way the difference vanishes and 3.84 cm/MV returns. Agreement between these two treatments is therefore no evidence that the partial step is harmless.

Two limits show when simpler formulas suffice. If \(\delta\to0\) at fixed ramp rate \(R=\delta/\tau\), the bound tends to zero. Since \(\tau_b/\tau_a=R_a/R_b\) for equal steps, the formula becomes

\[
\gamma=\frac{\ln(R_a/R_b)}{E_a-E_b},
\]

the result for continuous ramps that start far below breakdown. In the opposite limit, \(f(x-1)\gg1\) in both groups, the last step dominates, \(S\approx s\,e^{\gamma E_n}\), and

\[
\gamma\approx\frac{\ln(s_b/s_a)}{E_{n_a}-E_{n_b}} .
\]

Here \(f(x-1)\) is only 0.39 and 1.04, which is why this formula gave 4.65 cm/MV, 12 % too high.

## From acceleration to life

The common damage sum is \(t_0=8.81\times10^{10}\) s. At 2 V the field is 0.4 MV/cm, and

\[
t=8.81\times10^{10}\,e^{-4.157(0.4)}=1.67\times10^{10}\ \text{s}\approx530\ \text{years}.
\]

This is the median life of the short test line at 125 °C. Dropping the partial steps gives 59 years and counting them as full gives 127 years. These two share one \(\gamma\), but their damage sums differ by one step factor, \(e^{3.838(0.2)}=2.15\).

A product life needs a strength distribution. Assume a Weibull law of shape \(\beta\), scaled to median one, so that the surviving fraction is \(\exp(-\ln2\,D^\beta)\). A line \(M\) times longer survives if \(M\) independent segments survive, which multiplies the exponent by \(M\). Setting the failed fraction to \(p\) and solving for \(D\),

\[
D_p=\left[\frac{-\ln(1-p)}{M\ln2}\right]^{1/\beta}.
\]

With \(\beta=2\), \(M=100\) and \(p=0.001\), \(D_p=3.8\times10^{-3}\). The three median lives become the 0.2, 0.5 and 2.0 years of the opening.

## How firm the two-year result is

Finite groups do not reproduce the population median. Let their median strengths be \(D_a\) and \(D_b\). At the true coefficient \(\ln S_a-\ln S_b=\ln D_a-\ln D_b\). To first order, the fitted coefficient differs by \(\Delta\gamma\) such that

\[
\ln D_a-\ln D_b+(\bar E_a-\bar E_b)\Delta\gamma=0 .
\]

For independent groups whose log medians have standard deviation \(\sigma\),

\[
\sigma_\gamma=\frac{\sqrt2\,\sigma}{\bar E_a-\bar E_b}.
\]

The error of \(\ln t=\ln S_a-\gamma E\) is \(\ln D_a+(\bar E_a-E)\Delta\gamma\). Inserting \(\Delta\gamma\) and collecting terms,

\[
\Delta\ln t=\frac{(\bar E_a-E)\ln D_b-(\bar E_b-E)\ln D_a}{\bar E_a-\bar E_b},
\]

\[
\sigma_{\ln t}=\sigma\,\frac{\sqrt{(\bar E_a-E)^2+(\bar E_b-E)^2}}{\bar E_a-\bar E_b}.
\]

In a large group of \(m\) specimens, the fraction lying below the population median fluctuates by \(1/(2\sqrt m)\). Dividing by the probability density of \(\ln D\) at the median, \(\beta\ln2/2\), gives \(\sigma=1/(\beta\ln2\sqrt m)\). For \(m=25\) this is 0.144. With \(\bar E_a=6.345\) and \(\bar E_b=5.226\) MV/cm, \(\sigma_\gamma=0.18\) cm/MV and \(\sigma_{\ln t}=0.99\). Simulation of 2000 pairs of groups gave 0.19 cm/MV and 1.03.

One standard deviation thus changes the life by a factor of about 2.7. The product life exceeds the one-year requirement by a factor of 2.0, or 0.7 standard deviations if the shape \(\beta=2\) is taken as exact. The shape matters too: with \(\beta=1.75\) the same median life would give a product life of only 0.9 years. The damage sum reverses the rejection suggested by the cruder reductions, but these data do not make acceptance secure. Larger groups would reduce the scatter; they would not remove the error of mishandling the last step.

The parameters lie in the rough regime of porous SiCOH between copper lines, where breakdown fields of several MV/cm and linear-field coefficients of a few cm/MV are typical. The 1 V step is one sixth of the 6 V between the two breakdowns, which is why the partial steps matter. Besides the Weibull shape, the assumption that the linear law holds down to the use field is insecure for real devices. Replacing \(E\) by \(\sqrt E\) in the life law leaves the root argument intact, since it uses only the order of the stresses. The same data then give a median life of \(2\times10^8\) years, longer by a factor of \(4\times10^5\). Each law has two parameters and fits the two medians, so the data cannot choose between them. A third dwell well outside the range from 0.1 to 10 s could provide a check, but only with small scatter. At 1000 s the two laws differ by about 0.43 in the logarithm of the damage, while groups of 25 scatter that comparison by about 0.36, so much larger groups would be needed. At 1 s the two laws predict nearly the same breakdown.

Spacing errors act in several ways. If every gap is 52 nm instead of 50 nm, \(\gamma\) rises by 4 % to 4.32 cm/MV, but the life at 2 V is unchanged, because \(\gamma E\) is unchanged at each voltage. If the slow group alone has a field 1 % higher than assumed, \(\gamma\) rises by 0.20 cm/MV, as much as the specimen scatter, and the life grows by a factor of 3.4. The same error in the fast group alone lowers \(\gamma\) by 0.22 cm/MV and brings the product life down to 0.7 years, below the requirement. Gap variation from specimen to specimen breaks the assumption of a field-independent strength: a field 1 % higher lowers \(\ln D\) by 0.26 on the fast ramp, 0.22 on the slow ramp and only 0.02 at the use field. Where such variation drives the scatter, a Weibull shape taken from ramps need not hold at 2 V.

Timing matters less here. Treating 1 ms of switching in every step as harmless raises \(\gamma\) by 0.015 cm/MV, and correcting a 5 ms detection delay in the fast group raises it by 0.043 cm/MV. For an assumed leakage of 1 mA/cm² from a line 100 nm high and 1 cm long, the heating is at most about 2 mK across 1 µm of dielectric with conductivity 0.3 W/(m K), taking the heat to flow straight down from the gap without spreading sideways, and the drop in leads of 10 kΩ is 0.1 mV. Use at 105 °C instead of 125 °C would lengthen the life 2.5 times for an assumed barrier of 0.6 eV at the use field. The numerical output lists these values.

## Numbers as computed

```
hidden / recovered gamma: 4.3 / 4.300000 cm/MV
non-separable wear, damage at failure, two orders: 0.809, 1.183
random records with one / no root: 481 / 1019
spacing 50 nm, test temperature 125 C
start, step, use voltage: 10.0, 1.0, 2.0 V
start, step, use field: 2.00, 0.20, 0.40 MV/cm
fast: dwell 0.1 s, last step 23, 33.0 V, 6.60 MV/cm, partial 0.03 s
slow: dwell 10.0 s, last step 17, 27.0 V, 5.40 MV/cm, partial 8.0 s
total times fast, slow: 2.33, 178.00 s
ln(S_fast/S_slow) at gamma=3.0 cm/MV: -1.29013
ln(S_fast/S_slow) at gamma=4.0 cm/MV: -0.17538
ln(S_fast/S_slow) at gamma=5.0 cm/MV: 0.94573
Newton iterates (cm/MV): 3.837642, 4.157114, 4.156825, 4.156825
gamma = 4.156825 cm/MV = 0.83136 per V
t0 = 8.8067e+10 s; ln(t0/s) = 25.2014
fast damage shares, last / previous / earlier: 0.2800 / 0.4065 / 0.3135
slow damage shares, last / previous / earlier: 0.5091 / 0.2771 / 0.2138
mean damage fields: 6.3449, 5.2261 MV/cm; difference 1.1188
interpolated fields: 6.6790, 5.5712 MV/cm
gamma shift from neglected lower stairs: 3.2e-07 cm/MV
median life at use: 1.670e+10 s = 529.2 years
last-step-field gamma: 3.8376 cm/MV, error -7.68 %
worst error in scan / bound: 16.67 / 16.67 %
partial steps dropped: gamma 3.8376 cm/MV, life 59.1 years
partial steps counted full: gamma 3.8376 cm/MV, life 127.4 years
Weibull shape 2.0, specimens per group 25
log-median-damage sd sigma: 0.1443
gamma sd, formula / simulated: 0.182 / 0.190 cm/MV
ln(use life) sd, formula / simulated: 0.987 / 1.029; one-sd factor 2.68
root-field coefficient: 19.974 (cm/MV)^0.5
root-field life: 2.24e+08 years, ratio to linear 4.24e+05
common spacing 52 nm: gamma 4.3231 cm/MV, life ratio at same voltage 1.000000
slow-group field 1 % higher: gamma shift +0.2041 cm/MV
switching 1 ms, bounding case: gamma shift +0.0148 cm/MV
fast detection 5 ms late, corrected: gamma shift +0.0432 cm/MV
leakage 1e-03 A/cm2: lead drop 0.10 mV, heating 2.2e-03 K
use at 105 C, barrier 0.6 eV: life factor 2.52
100 times longer line, 0.1 % fail: factor 3.80e-03, life 2.01 years
```
